# One-loop QED counterterms in the on-shell scheme with a photon mass

Q: You want to do perturbation theory with the measured mass and charge, but the Lagrangian contains bare ones. Where do counterterms come from, if nothing is to be added by hand?

A: From rewriting the same Lagrangian. In natural units, $\hbar=c=1$, and metric $(+,-,-,-)$, it is

$$\mathcal L=-\tfrac14F_0^2+\bar\psi_0(i\partial\!\!\!/-m_0)\psi_0-e_0\bar\psi_0A\!\!\!/_0\psi_0 .$$

Here $e$ denotes the charge of the field, with its sign, and $\alpha=e^2/4\pi$. I rescale $\psi_0=\sqrt{Z_2}\,\psi$ and $A_0=\sqrt{Z_3}\,A$, and define

$$Z_i=1+\delta_i,\qquad Z_2m_0=m+\delta_m,\qquad e_0Z_2\sqrt{Z_3}=eM^{s}Z_1 .$$

The loops will be regulated in $d=4-\varepsilon$ dimensions, with $s=\varepsilon/2=2-d/2$; the scale $M$ keeps $e$ dimensionless. Substitution gives

$$\mathcal L=-\tfrac14F^2+\bar\psi(i\partial\!\!\!/-m)\psi-eM^s\bar\psi A\!\!\!/\psi$$
$$\qquad-\tfrac14\delta_3F^2+\bar\psi(i\delta_2\partial\!\!\!/-\delta_m)\psi-eM^s\delta_1\bar\psi A\!\!\!/\psi .$$

The second line holds the counterterms. Multiplying by $i$ and going to momentum space gives their vertices:

$$i(p\!\!\!/\delta_2-\delta_m),\qquad -ieM^s\gamma^\mu\delta_1,\qquad -i(q^2g^{\mu\nu}-q^\mu q^\nu)\delta_3 .$$

Q: That Lagrangian has a massless photon. How does the photon mass get in without a fifth counterterm?

A: I add $\tfrac12\mu^2A^2-\tfrac12(\partial\cdot A)^2$, written with the renormalized field. The $\partial^\mu\partial^\nu$ parts of the quadratic terms cancel, leaving $\tfrac12A_\mu(\partial^2+\mu^2)A^\mu$, so the propagator is $-ig_{\mu\nu}/(k^2-\mu^2)$.

The electron loop needs no counterterm for the added terms because it is transverse. Contract one of its vertices with $q$ and write $q\!\!\!/=(k\!\!\!/+q\!\!\!/-m)-(k\!\!\!/-m)$. Each bracket cancels one propagator, leaving two integrals that differ by a shift of $k$; dimensional regularization permits the shift, and they cancel.

Q: Four unknown constants. Which four conditions fix them?

A: Call the sum of one-particle-irreducible electron diagrams $-i\Sigma(p\!\!\!/)$, with $p^2=p\!\!\!/^2$. The full propagator is $i/(p\!\!\!/-m-\Sigma)$. A pole at the physical mass with residue $i$ requires

$$\Sigma(m)=0,\qquad \Sigma'(m)=0 .$$

Write the photon diagrams as $i(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi(q^2)$. The transverse propagator is then $-i/[q^2(1-\Pi)-\mu^2]$, and I require $\Pi(0)=0$. Finally, at zero momentum transfer the vertex must reduce to the charge:

$$\bar u(p)\Gamma^\mu(p,p)u(p)=\bar u(p)\gamma^\mu u(p).$$

Q: The photon pole is now at $\mu^2$, not at zero. Is $\Pi(0)=0$ really on shell?

A: In the limit $\mu\to0$. Since $\Pi$ is analytic near zero and vanishes there, $\Pi(\mu^2)=O(\alpha\mu^2/m^2)$. The pole in $q^2$ moves by $O(\alpha\mu^4/m^2)$ and its residue changes by $O(\alpha\mu^2/m^2)$.

Let a subscript 2 denote the loop without counterterms, and $\delta F_1(0)$ the loop correction multiplying $\gamma^\mu$. The vertices above give

$$\Sigma=\Sigma_2-p\!\!\!/\delta_2+\delta_m,\qquad \Pi=\Pi_2-\delta_3,\qquad \Gamma^\mu=\gamma^\mu[1+\delta F_1(0)+\delta_1].$$

The conditions therefore become

$$\delta_2=\Sigma_2'(m),\quad \delta_m=m\delta_2-\Sigma_2(m),\quad \delta_3=\Pi_2(0),\quad \delta_1=-\delta F_1(0).$$

Q: Then compute $\Sigma_2$, and show me the signs.

A: With the electron carrying $k$ and the photon $p-k$,

$$-i\Sigma_2=(-ie)^2M^\varepsilon\!\int\!\frac{d^dk}{(2\pi)^d}\,\frac{\gamma^\nu\, i(k\!\!\!/+m)\gamma_\nu\,(-i)}{(k^2-m^2)[(p-k)^2-\mu^2]} .$$

The phases give $(-i)^2\,i(-i)=-1$. Since $\gamma^\nu\gamma_\nu=d$ and $\gamma^\nu k\!\!\!/\gamma_\nu=2k\!\!\!/-dk\!\!\!/$, the numerator is $dm-(d-2)k\!\!\!/$. I combine denominators with

$$\frac1{AB}=\int_0^1\!\frac{dx}{[(1-x)A+xB]^2} .$$

The bracket is $k^2-2x\,k\cdot p+xp^2-(1-x)m^2-x\mu^2=l^2-D$, where

$$l=k-xp,\qquad D=(1-x)m^2+x\mu^2-x(1-x)p^2 .$$

The term odd in $l$ integrates to zero, so $k\!\!\!/\to xp\!\!\!/$. What remains follows from

$$I_n\equiv\int\!\frac{d^dl}{(2\pi)^d}\frac1{(l^2-D)^n}=\frac{i(-1)^n}{(4\pi)^{d/2}}\frac{\Gamma(n-d/2)}{\Gamma(n)}D^{d/2-n}.$$

To obtain it, rotate $l^0=il_4$, write $(l_E^2+D)^{-n}=\Gamma(n)^{-1}\int_0^\infty dt\,t^{n-1}e^{-t(l_E^2+D)}$, and do the Gaussian integral, which gives $(4\pi t)^{-d/2}$. With $n=2$ and

$$C=\frac{e^2M^\varepsilon}{(4\pi)^{d/2}}=\frac{\alpha}{4\pi}(4\pi M^2)^s,$$

the self-energy is

$$\Sigma_2(p\!\!\!/)=C\,\Gamma(s)\int_0^1dx\,[dm-(d-2)xp\!\!\!/]\,D^{-s}.$$

Q: Put it on shell. Can I set $d=4$ in the numerator?

A: No: a term of order $\varepsilon$ times the pole $2/\varepsilon$ is finite. Let $y=1-x$ and $\lambda=\mu/m$. At $p^2=m^2$, $D=m^2\Delta$ with $\Delta=y^2+(1-y)\lambda^2$. From $\Gamma(s)=1/s-\gamma_E+O(s)$,

$$C\Gamma(s)D^{-s}=\frac{\alpha}{4\pi}[L-\ln\Delta+O(\varepsilon)],\qquad L=\frac2\varepsilon-\gamma_E+\ln\frac{4\pi M^2}{m^2}.$$

The numerator is $m[4-2x-\varepsilon(1-x)]$, so

$$\Sigma_2(m)=\frac{\alpha m}{4\pi}\int_0^1dx\,[(4-2x)(L-\ln\Delta)-2(1-x)].$$

The coefficient of $L$ is $3$ and the last term gives $-1$. For $\lambda\to0$, $\ln\Delta\to2\ln y$. With $\int_0^1\ln y\,dy=-1$ and $\int_0^1y\ln y\,dy=-\tfrac14$,

$$\int_0^1dy\,(2+2y)\,2\ln y=-4-1=-5 .$$

Hence

$$\Sigma_2(m)=\frac{\alpha m}{4\pi}(3L+5-1)=\frac{\alpha m}{4\pi}(3L+4).$$

Q: No photon mass survives. Why did you need it?

A: For the slope. $D$ contains $p^2=p\!\!\!/^2$, so $\partial D/\partial p\!\!\!/=-2x(1-x)p\!\!\!/$, and one must differentiate before going on shell:

$$\Sigma_2'(m)=C\Gamma(s)\int_0^1dx\left\{-\frac{(d-2)x}{D^s}+\frac{2s\,x(1-x)m^2[d-(d-2)x]}{D^{s+1}}\right\}.$$

In the second term $s\Gamma(s)\to1$, so there is no ultraviolet pole. In units of $\alpha/4\pi$ it becomes

$$\int_0^1dx\,\frac{2x(1-x)(4-2x)}{\Delta}=4\int_0^1dy\,\frac{y-y^3}{\Delta}.$$

At $\mu=0$ the integrand behaves as $4/y$ near $y=0$ and diverges. For $\mu>0$, use $\Delta'=2y-\lambda^2$:

$$\int_0^1\frac{y\,dy}{\Delta}=\frac12\ln\Delta\Big|_0^1+\frac{\lambda^2}{2}\int_0^1\frac{dy}{\Delta}\to\ln\frac1\lambda .$$

The last integral grows as $\pi/2\lambda$, so its term vanishes with $\lambda$. Also $\int y^3dy/\Delta\to\tfrac12$. The second term is thus $4\ln(m/\mu)-2$.

In the first term $d-2=2-\varepsilon$, which yields

$$\int_0^1dx\,[-2x(L-\ln\Delta)+2x]=-L+4\int_0^1dy\,(1-y)\ln y+1=-L-3+1.$$

Adding the two,

$$\delta_2=-\frac{\alpha}{4\pi}\left[L+4+2\ln\frac{\mu^2}{m^2}\right].$$

At $\mu=0$ states with an electron and a very soft photon begin at the electron mass itself, so the pole is not isolated; with $\mu>0$ they begin at $m+\mu$. The size of the logarithm is not physical, however. The gauge term chosen above is the case $\xi=1$, Feynman gauge, of $-\tfrac1{2\xi}(\partial\cdot A)^2$. For other $\xi$ the propagator gains a $k_\mu k_\nu$ term. It vanishes in $\Sigma_2(m)$ but turns the coefficient $2$ of $\ln(\mu^2/m^2)$ in $\delta_2$ into $3-\xi$, which vanishes at $\xi=3$. So $\delta_2$, and with it $\delta_1$ and $\delta_m$ below, are Feynman-gauge values, while $m_0-m$ and $\delta_3$ do not depend on $\xi$.

Q: And the mass counterterm? You have $\delta_m$, but also the shift $m_0-m$.

A: They differ by the field rescaling. First,

$$\delta_m=m\delta_2-\Sigma_2(m)=-\frac{\alpha m}{4\pi}\left[4L+8+2\ln\frac{\mu^2}{m^2}\right].$$

To first order $m_0=(m+\delta_m)/(1+\delta_2)$ gives $m_0-m=\delta_m-m\delta_2$, so

$$m_0-m=-\Sigma_2(m)=-\frac{3\alpha m}{4\pi}\left(L+\frac43\right).$$

The infrared logarithm in $\delta_m$ comes from $\delta_2$ and drops out of the bare mass.

Q: You could now quote the Ward identity for $\delta_1$. I would rather see the vertex.

A: At zero momentum transfer both electron propagators carry $k$. The phases of three vertices and three propagators, divided by the $-i$ of the tree vertex, leave

$$\delta\Gamma^\mu=-ie^2M^\varepsilon\!\int\!\frac{d^dk}{(2\pi)^d}\,\frac{\gamma^\nu(k\!\!\!/+m)\gamma^\mu(k\!\!\!/+m)\gamma_\nu}{(k^2-m^2)^2[(p-k)^2-\mu^2]} .$$

Differentiating the previous denominator formula with respect to $A$ gives

$$\frac1{A^2B}=\int_0^1\frac{2(1-x)\,dx}{[(1-x)A+xB]^3},$$

with the same $l$ and $D$. In the part quadratic in $l$, replace $l_\alpha l_\beta\to g_{\alpha\beta}l^2/d$; two contractions give $(d-2)^2\gamma^\mu l^2/d$.

In the rest, $k=xp$. Using $p\!\!\!/\gamma^\mu p\!\!\!/=2p^\mu p\!\!\!/-m^2\gamma^\mu$,

$$(xp\!\!\!/+m)\gamma^\mu(xp\!\!\!/+m)=2x^2p^\mu p\!\!\!/+(1-x^2)m^2\gamma^\mu+2xmp^\mu .$$

Contracting with $\gamma^\nu\ldots\gamma_\nu$ multiplies the first two terms by $-(d-2)$ and the last by $d$. Between spinors $p\!\!\!/\to m$. Also $\bar u\{p\!\!\!/,\gamma^\mu\}u$ equals both $2p^\mu\bar uu$ and $2m\bar u\gamma^\mu u$, so $p^\mu\to m\gamma^\mu$. The result is

$$m^2\gamma^\mu[2dx-(d-2)(1+x^2)].$$

For the $l^2$ integral write $l^2=(l^2-D)+D$:

$$I_2+DI_3=\frac{i\Gamma(s)D^{-s}}{(4\pi)^{d/2}}\left(1-\frac s2\right)=\frac d4\,\frac{i\Gamma(s)D^{-s}}{(4\pi)^{d/2}} .$$

With $I_3=-\tfrac i2\Gamma(s+1)D^{-s-1}/(4\pi)^{d/2}$, the correction is

$$\delta F_1(0)=C\Gamma(s)\int_0^1dx\,(1-x)\left\{\frac{(d-2)^2}{2D^s}-\frac{s\,m^2[2dx-(d-2)(1+x^2)]}{D^{s+1}}\right\}.$$

Q: That does not look like the slope of the self-energy.

A: The two integrands add up to a total derivative, so the integrals are equal and opposite. Since $\delta_2-\delta_1=\Sigma_2'(m)+\delta F_1(0)$, add them and use $(d-2)^2/2=(d-2)(1-s)$. The $D^{-s}$ terms are

$$(d-2)D^{-s}[1-2x-s(1-x)].$$

In the $D^{-s-1}$ terms $2dx$ cancels. The remaining $-2(d-2)x^2+(d-2)(1+x^2)$ leaves

$$(d-2)\,s\,m^2(1-x)(1-x^2)D^{-s-1}.$$

Now write the piece $-s(1-x)D^{-s}$ as $-s(1-x)D\,D^{-s-1}$ and insert the on-shell $D=(1-x)^2m^2+x\mu^2$. Because $1-x^2-(1-x)^2=2x(1-x)$, the sum divided by $d-2$ is

$$(1-2x)D^{-s}+s\,x(1-x)[2(1-x)m^2-\mu^2]D^{-s-1}=\frac{d}{dx}\left[x(1-x)D^{-s}\right],$$

as $D'=-2(1-x)m^2+\mu^2$. For $\mu>0$ the boundary values vanish: $D$ is $m^2$ at one end and $\mu^2$ at the other. Thus

$$\delta_1=\delta_2=-\frac{\alpha}{4\pi}\left[L+4+2\ln\frac{\mu^2}{m^2}\right],$$

and the first equality holds at one loop before $\varepsilon\to0$. At this order $Z_1/Z_2=1$, so $e_0=eM^s/\sqrt{Z_3}$: charge renormalization comes from the photon field alone.

Q: Then the remaining constant is $\delta_3$. The photon loop looks quadratically divergent; will it not produce a photon mass?

A: Not if the loop is transverse and $\Pi_2$ has no pole at $q^2=0$; the calculation will show the second condition. Transversality lets me work with the trace $\Pi_{2\,\mu}^{\mu}=(d-1)q^2\Pi_2$. The fermion loop brings a minus sign and, with $\mathrm{tr}\,1=4$,

$$i(d-1)q^2\Pi_2=-4e^2M^\varepsilon\!\int\!\frac{d^dk}{(2\pi)^d}\,\frac{dm^2-(d-2)k\cdot(k+q)}{(k^2-m^2)[(k+q)^2-m^2]} .$$

Set $k=l-xq$. The denominator becomes $(l^2-D_q)^2$ with $D_q=m^2-x(1-x)q^2$, and $k\cdot(k+q)\to l^2-x(1-x)q^2$. For the $l^2$ term, $\Gamma(s-1)=\Gamma(s)/(s-1)$ gives

$$I_1+D_qI_2=D_qI_2\left(\frac1{1-s}+1\right)=\frac{d}{d-2}D_qI_2 .$$

So under the integral $(d-2)l^2$ acts as $dD_q$, and the numerator collapses:

$$dm^2-dD_q+(d-2)x(1-x)q^2=2(d-1)x(1-x)q^2 .$$

The factor $q^2$ has appeared, and $D_q=m^2>0$ at $q^2=0$, so $\Pi_2$ has no pole there and no mass is generated. Dividing out $(d-1)q^2$,

$$\Pi_2(q^2)=-8C\Gamma(s)\int_0^1dx\,x(1-x)D_q^{-s}.$$

At $q^2=0$, $\int x(1-x)dx=\tfrac16$, hence

$$\delta_3=-\frac43\,\frac{\alpha}{4\pi}L=-\frac{\alpha}{3\pi}L .$$

Q: You fixed everything at special points. Do the divergences cancel elsewhere?

A: Test $p\!\!\!/=0$. There $D=(1-x)m^2+x\mu^2$, the numerator is $(4-\varepsilon)m$, and $\int\ln(1-x)dx=-1$, so $\Sigma_2(0)=(\alpha m/4\pi)(4L+4-2)$. Adding $\delta_m$,

$$\Sigma(0)=\frac{\alpha m}{4\pi}\left[4\ln\frac m\mu-6\right].$$

$L$ is gone; the infrared logarithm remains. An off-shell propagator is not itself an observable, and this value belongs to Feynman gauge. For the photon at $q^2=-Q^2$,

$$\Pi(-Q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)\frac{Q^2}{m^2}\right].$$

For $Q\gg m$ drop the $1$ in the logarithm. Since $\int x(1-x)\ln[x(1-x)]dx=2(-\tfrac14+\tfrac19)=-\tfrac5{18}$,

$$\Pi(-Q^2)\simeq\frac{\alpha}{3\pi}\left[\ln\frac{Q^2}{m^2}-\frac53\right].$$

Q: How small must $\mu$ be?

A: The leading corrections are linear in $\mu/m$ and come from $y\sim\lambda$. There

$$\int dy\,\ln\frac{\Delta}{y^2}\simeq\int_0^\infty dy\,\ln\left(1+\frac{\lambda^2}{y^2}\right)=\pi\lambda .$$

In $\Sigma_2(m)$ the weight $-(4-2x)$ is $-2$ at $x=1$, so the shift is $(\alpha m/4\pi)(-2\pi\lambda)=-\alpha\mu/2$. This has a classical reading: it is the change of static self-energy, $\tfrac\alpha2(e^{-\mu r}-1)/r$ at $r\to0$, when Coulomb becomes Yukawa.

In $\delta_2$ the weight $+2x$ gives $2\pi\lambda$, and the term dropped from $4\int y\,dy/\Delta$ gives $4(\lambda^2/2)(\pi/2\lambda)=\pi\lambda$: together $3\pi\mu/m$ inside $\delta_2/(\alpha/4\pi)$.

Q: Give me numbers.

A: Take $\mu=10^{-3}m$, $M=m$ and $\varepsilon=0.01$. Then $L=201.954$ and $2\ln(\mu^2/m^2)=-27.631$. With $\alpha/4\pi=5.80705\times10^{-4}$,

$$\delta_1=\delta_2=-5.80705\times10^{-4}\,(201.954+4-27.631)=-0.10355,$$
$$\delta_3=-5.80705\times10^{-4}\times\tfrac43\times201.954=-0.15637,$$
$$\delta_m/m=-5.80705\times10^{-4}\,(807.815+8-27.631)=-0.45770 .$$

The parameter integrals at this same $\varepsilon$ and $\mu$ give $-0.10287$, $-0.15638$ and $-0.45709$. The first differs from its expansion by $0.7\%$ of its value. The linear photon-mass term accounts for about $6\times10^{-6}$ of that difference of $7\times10^{-4}$; the rest is truncation in $\varepsilon$. Expanding $\Delta^{-s}$ near $y\sim\lambda$ requires $2s\ln(m/\mu)\ll1$, and here it is $0.07$. This is why $\varepsilon\to0$ is taken first, at fixed $\mu$.

At $\varepsilon=10^{-8}$ the integrals leave residues of $2.9985$ and $4.9975$ times $\pi\mu/m$ in $\delta_2$ and $\delta_m/m$, in units of $\alpha/4\pi$, close to the expected $3$ and $3+2=5$. The numerical check also tests the loop formulas against direct momentum integration.

Q: The counterterms grow without bound as $\varepsilon\to0$. What in all this can be called a result?

A: Relations between finite quantities, expanded in $\alpha$ before $\varepsilon\to0$. For example, the MS-bar scheme subtracts $\bar L=2/\varepsilon-\gamma_E+\ln4\pi$ alone. The same bare mass is then $m_0=\bar m[1-(3\alpha/4\pi)\bar L]$. Equating it to the on-shell expression, with $L=\bar L+\ln(M^2/m^2)$,

$$\bar m(M)=m\left[1-\frac\alpha\pi-\frac{3\alpha}{4\pi}\ln\frac{M^2}{m^2}\right].$$

At $M=m$ the difference is $\alpha m/\pi=1.19$ keV, so $\bar m=511.00-1.19=509.81$ keV at one loop.

For the charge, equating $1/e_0^2=M^{-\varepsilon}(1+\delta_3)/e^2$ in the two schemes likewise gives $1/\bar\alpha(M)=1/\alpha-(1/3\pi)\ln(M^2/m^2)$. At $M=100m$ this is $137.036-0.977=136.059$. The on-shell effective coupling $\alpha/(1-\Pi)$ at $Q=100m$ has $\Pi=0.005841$ and inverse $137.036\,(1-0.005841)=136.236$. The gap, $0.177$, is the constant $5/9\pi$ from the $-\tfrac53$ above: the two couplings share the logarithm but are defined differently.

The two couplings include the electron loop alone (at $Q=100m$ the muon loop would lower the inverse effective coupling by about $0.005$), and all these values omit higher orders. Expanding the effective coupling itself to first order, $\alpha/(1-\Pi)\simeq\alpha(1+\Pi)$, further requires $\Pi\ll1$, which at large $Q$ means a small $(\alpha/3\pi)\ln(Q^2/m^2)$. For $\delta_2$ to be numerically small, $\alpha L$ and $\alpha\ln(m/\mu)$ must both be small, barring cancellation between them. The first condition fails as $\varepsilon\to0$, so the counterterms are used order by order in $\alpha$.

## Values computed for the example and the checks

```
1/alpha (dimensionless)              137.035999
alpha/(4 pi) (dimensionless)         5.807049e-04
electron mass m                      510.9990 keV
photon mass mu/m                     1.0e-03
largest |direct - parameter integral| 1.2e-09 (e=m=1)
example eps                          0.01
L at this eps, M = m                 201.9538
counterterms at this eps (dimensionless): expansion, integral
  delta1     -0.103553  -0.102871
  delta2     -0.103553  -0.102871
  delta3     -0.156367  -0.156378
  deltam/m   -0.457702  -0.457087
  (m0-m)/m   -0.354149  -0.354216
finite parts (L removed), eps = 1e-8, units alpha/(4 pi):
  closed form, integral, difference/(pi mu/m)
  delta1     +23.63102  +23.64044  +2.9985
  delta2     +23.63102  +23.64044  +2.9985
  delta3     +0.00000  -0.00000  -0.0000
  deltam/m   +19.63102  +19.64672  +4.9975
  (m0-m)/m   -4.00000  -3.99372  +1.9990
|delta1-delta2|/(alpha/4pi), eps=1e-8 9.2e-14
renormalized Sigma(0)/m, closed      0.012561
renormalized Sigma(0)/m, integral    0.012570
static shift -alpha mu/2             -1.8645 eV
m - MSbar mass at M = m              1.1870 keV
MSbar mass at M = m                  509.8120 keV
renormalized Pi at Q = 100 m         0.005841
same, large-Q logarithm              0.005841
1/alpha MSbar at M = 100 m           136.0588
1/alpha effective at Q = 100 m       136.2355
```
